# Overtone and Combination Intensities in Classical, Centroid, Ring-Polymer and Matsubara Dynamics, part 2

We ask how well approximate dynamics reproduce overtone and combination weights in the dipole correlation function (quantum mechanically, its Kubo transform). One vibration of unit mass has

$$V(q)=\tfrac12\omega^2q^2+g\,q^3,\qquad \mu(q)=q+b\,q^2, \tag{1}$$

with $g$ and $b$ small, of the same first order, and the dipole in units of its linear coefficient. Here $\beta=1/k_BT$ and $x=\beta\hbar\omega$. A line's weight $A$ is the coefficient of its cosine; absorption at frequency $\Omega$ is proportional to $\beta\Omega^2$ times the weight. For a stationary distribution, a dipole component $c\,e^{-2i\omega t}+\bar c\,e^{2i\omega t}$ gives

$$A=2\langle c\,\bar c\rangle. \tag{9}$$

At leading order $c=\kappa a^2/4$, with $a=q+ip/\omega$ and $\kappa=b+g/\omega^2$. Section 1 found the overtone weights

$$A_{\rm cl}=\frac{\kappa^2}{\beta^2\omega^4}, \tag{13}$$

$$R(x)=\frac{A_{\rm qu}}{A_{\rm cl}}=\frac x2\coth\frac x2. \tag{16}$$

The quantum fundamental has its classical weight.

For two modes with $\omega_1>\omega_2$, coupling $G\,q_1^2q_2$, dipole $q_1$ and $x_i=\beta\hbar\omega_i$, the bands at $\Omega_\pm=\omega_1\pm\omega_2$ have

$$(q_1)_{\Omega_\pm}=\kappa_\pm(q_1q_2)_{\Omega_\pm},\qquad \kappa_\pm=\frac{2G}{\Omega_\pm^2-\omega_1^2}=\frac{2G}{\omega_2(\omega_2\pm2\omega_1)}, \tag{18}$$

$$A_{\pm,\rm cl}=\frac{2\kappa_\pm^2}{16}\,\frac{2}{\beta\omega_1^2}\,\frac{2}{\beta\omega_2^2}=\frac{\kappa_\pm^2}{2\beta^2\omega_1^2\omega_2^2}, \tag{19}$$

and quantum-to-classical ratios

$$R_\pm=\frac{x_1x_2}{x_1\pm x_2}\cdot\frac12\left[\coth\frac{x_2}{2}\pm\coth\frac{x_1}{2}\right]
=\frac{x_1R(x_2)\pm x_2R(x_1)}{x_1\pm x_2}. \tag{21}$$

Quantum statistics uses closed imaginary-time paths of period $\beta\hbar$:

$$q(\tau)=Q_0+\sqrt2\sum_{k=1}^{M}\left[Q_k\sin\nu_k\tau+Q_{-k}\cos\nu_k\tau\right],\qquad \nu_k=\frac{2\pi k}{\beta\hbar}. \tag{23}$$

$Q_0$ is the centroid, $\nu_{-k}=-\nu_k$, and $[\,\cdot\,]_\tau$ is the mean over $\tau$, so $[q^2]_\tau=\sum_kQ_k^2$; sums over $k$ run from $-M$ to $M$. The path weight is

$$\exp\left\{-\beta\left(\tfrac12\sum_k\Omega_k^2Q_k^2+g\,[q^3]_\tau\right)\right\},\qquad \Omega_k^2=\omega^2+\nu_k^2. \tag{24}$$

At lowest order $Q_k$ has variance $1/(\beta\Omega_k^2)$. Centroid dynamics, which moves $Q_0$ classically in its potential of mean force, gives the classical weights at leading order.

The numerical example has $\hbar=\omega=1$, $g=0.01$, $b=0.005$ and a quartic term $g^2q^4$, mainly at $x=8$.

**Ring-polymer dynamics**

Ring-polymer molecular dynamics gives every path mode a momentum $P_k$ and treats the exponent of (24) as a real potential energy. In the limit of many beads, for the smooth modes kept here,

$$H_{\rm RP}=\tfrac12\sum_k\left(P_k^2+\Omega_k^2Q_k^2\right)+g\,[q^3]_\tau. \tag{27}$$

The distribution is $e^{-\beta H_{\rm RP}}$, and the observable is the path-averaged dipole

$$[\mu]_\tau=Q_0+b\sum_kQ_k^2. \tag{28}$$

Since $\partial q(\tau)/\partial Q_0=1$, the cubic force on the centroid is $-3g[q^2]_\tau$, and

$$\ddot Q_0+\omega^2Q_0=-3g\sum_kQ_k^2. \tag{29}$$

All internal modes do act on the centroid. But at lowest order $Q_k$ oscillates at $\Omega_k$, so $Q_k^2$ has frequencies $0$ and $2\Omega_k$. For $k\neq0$, $\Omega_k>\omega$. The line at $2\omega$ is therefore driven by the term $k=0$ alone. This term has classical variance and response coefficient $\kappa$, so

$$A_{\rm RP}(2\omega)=A_{\rm cl}. \tag{30}$$

The internal modes produce separate lines. Solving (29) at frequency $2\Omega_k$ and adding the electrical term gives the coefficient

$$\kappa_k=b+\frac{3g}{4\Omega_k^2-\omega^2}. \tag{31}$$

The modes $k$ and $-k$ are independent. Each gives the analogue of (13) with $\omega$ replaced by $\Omega_k$ in the variance, so the pair has weight $2\kappa_k^2/(\beta^2\Omega_k^4)$. At $x=8$ and $\omega=1$ the first pair appears at $2\Omega_1=2.543$. For $b=0$ its weight relative to the classical overtone is

$$\frac{2}{\Omega_1^4}\left(\frac{3}{4\Omega_1^2-1}\right)^2=0.230, \tag{32}$$

with $\Omega_1=1.2716$. Quantum fluctuations are thus present in the ring-polymer spectrum, but their contribution is at the wrong frequency. In this example the weight of the first pair is also far below the $R-1=3.003$ classical weights that are missing at $2\omega$. As $x$ grows, $\Omega_k\to\omega$ and the displaced lines move toward the overtone and gain weight. For a 3500 cm⁻¹ mode and $b=0$, the expression in (32) puts the first pair about 470 cm⁻¹ above the overtone with 1.09 classical weights at 300 K, and about 120 cm⁻¹ above it with 1.70 classical weights at 150 K.

The same happens for combinations. With frequencies $\Omega_{ik}=(\omega_i^2+\nu_k^2)^{1/2}$, internal modes contribute at $\Omega_{1k}\pm\Omega_{2k}$. The sum lies above $\omega_1+\omega_2$. The difference equals $(\omega_1^2-\omega_2^2)/(\Omega_{1k}+\Omega_{2k})$ and lies below $\omega_1-\omega_2$. The centroid alone remains at the physical frequencies, with the classical weights (19). In a molecule with many modes, one of the displaced frequencies may coincide with a physical vibration. Such a resonance invalidates the perturbation argument for the line concerned.

**Matsubara dynamics**

Matsubara dynamics also evolves the smooth path modes, but without the springs. Its definition is taken here as the starting point, and its result is compared with the quantum weight derived independently in Section 1. The Hamiltonian and the phase function are

$$H_M=\tfrac12\sum_k\left(P_k^2+\omega^2Q_k^2\right)+g\,[q^3]_\tau,\qquad \theta=\sum_k\nu_kP_kQ_{-k}, \tag{33}$$

and averages are taken with the complex weight $e^{-\beta(H_M-i\theta)}$. The trajectories are those of $H_M$.

The weight contains the correct path statistics. Completing the square gives

$$\tfrac12P_k^2-i\nu_kP_kQ_{-k}=\tfrac12\left(P_k-i\nu_kQ_{-k}\right)^2+\tfrac12\nu_k^2Q_{-k}^2. \tag{34}$$

Integration over the momenta leaves the weight (24), with the spring energy restored. In ring-polymer dynamics the springs act in the statistics and in the motion; here they act in the statistics alone.

Equation (9) requires a stationary weight, so $\theta$ must be conserved. Regard $\theta$ as the generator of a flow with parameter $s$:

$$\frac{dQ_k}{ds}=\nu_kQ_{-k},\qquad \frac{dP_k}{ds}=\nu_kP_{-k}. \tag{35}$$

The second equation follows from $-\partial\theta/\partial Q_k=-\nu_{-k}P_{-k}$. Inserting the first into (23) gives $dq/ds=-dq/d\tau$, so the flow slides the path along $\tau$. A mean over a full period is unchanged by sliding, and the rotation (35) preserves $\sum_kP_k^2$. Hence $H_M$ is constant along the flow of $\theta$, their Poisson bracket vanishes, and $\theta$ is constant along the trajectories of $H_M$. The truncation at $|k|\le M$ does not spoil this, because sliding mixes $k$ with $-k$ and with no other mode.

**The overtone in Matsubara dynamics**

The force on the centroid is the same as in (29). At lowest order, however, every $Q_k$ now oscillates at $\omega$. With

$$a_k=Q_k+\frac{iP_k}{\omega},\qquad \bar a_k=Q_k-\frac{iP_k}{\omega}, \tag{36}$$

each $Q_k^2$ has a component $a_k^2/4$ at $2\omega$. The force has frequencies $0$ and $2\omega$, so it is not resonant with the centroid. The dipole (28) therefore has the component

$$c=\frac{\kappa}{4}S,\qquad S=\sum_ka_k^2. \tag{37}$$

This is the difference from (30): all modes drive the same line. The weight is $A_M=(\kappa^2/8)\langle S\bar S\rangle$ with $\bar S=\sum_k\bar a_k^2$, averaged with the harmonic part of the complex weight.

That weight couples $P_k$ to $Q_{-k}$. For this pair the exponent is $-\tfrac12v^{T}Bv$ with $v=(P_k,Q_{-k})$, and the covariances are the elements of $B^{-1}$:

$$B=\beta\begin{pmatrix}1&-i\nu_k\\-i\nu_k&\omega^2\end{pmatrix},\qquad
B^{-1}=\frac{1}{\beta\Omega_k^2}\begin{pmatrix}\omega^2&i\nu_k\\i\nu_k&1\end{pmatrix}. \tag{38}$$

The real part of the exponent is negative definite, so the integrals converge. Reading off the elements,

$$\langle a_k\bar a_k\rangle=\langle Q_k^2\rangle+\frac{\langle P_k^2\rangle}{\omega^2}=\frac{2}{\beta\Omega_k^2}, \tag{39}$$

$$\langle a_k\bar a_{-k}\rangle=\frac{i}{\omega}\left(\langle P_kQ_{-k}\rangle-\langle Q_kP_{-k}\rangle\right)=-\frac{2\nu_k}{\omega\beta\Omega_k^2}. \tag{40}$$

In (40) the two terms add because $\langle P_{-k}Q_k\rangle=-i\nu_k/(\beta\Omega_k^2)$. With a plus sign between them they cancel, so $\langle a_ka_{-k}\rangle=0$. Likewise $\langle a_k^2\rangle=\langle Q_k^2\rangle-\langle P_k^2\rangle/\omega^2=0$. The pairing rule for Gaussian moments holds for complex covariances too, and gives

$$\langle S\bar S\rangle=2\sum_{k,l}\langle a_k\bar a_l\rangle^2
=2\sum_k\frac{4}{\beta^2\Omega_k^4}\left(1+\frac{\nu_k^2}{\omega^2}\right)
=\sum_k\frac{8}{\beta^2\omega^2\Omega_k^2}. \tag{41}$$

The last step uses $1+\nu_k^2/\omega^2=\Omega_k^2/\omega^2$. Hence

$$\frac{A_M}{A_{\rm cl}}=R_M=\sum_{k=-M}^{M}\frac{\omega^2}{\omega^2+\nu_k^2}=\sum_{k=-M}^{M}\frac{x^2}{x^2+4\pi^2k^2}. \tag{42}$$

To sum the series for $M\to\infty$, take the logarithmic derivative of the product $\sinh z=z\prod_{k\ge1}(1+z^2/\pi^2k^2)$. This gives $z\coth z=1+\sum_{k\ge1}2z^2/(z^2+\pi^2k^2)$, and with $z=x/2$

$$\lim_{M\to\infty}R_M=\frac x2\coth\frac x2=R. \tag{43}$$

The quantum factor is recovered. The term $k=0$ is the classical intensity, and the other terms come from the coupling of the fluctuating modes to the centroid and, for $b\neq0$, from their direct part in the dipole. Part of each term with $k\neq0$ in (41) comes from the correlation (40), which exists because of the phase $\theta$. Correct variances alone would give a smaller sum.

**Combinations in Matsubara dynamics**

For the two-mode coupling, $[q_1q_2]_\tau=\sum_kQ_{1k}Q_{2k}$. The components at $\Omega_\pm$ are $\kappa_\pm S_\pm/4$, with $S_+=\sum_ka_{1k}a_{2k}$ and $S_-=\sum_ka_{1k}\bar a_{2k}$. The modes are independent at lowest order. In $\langle S_+\bar S_+\rangle$ the correlation (40) enters once for each mode, and the product of the two is positive. In $\langle S_-\bar S_-\rangle$ the second factor is $\langle\bar a_{2k}a_{2,-k}\rangle$, which has the opposite sign. Thus

$$\langle S_\pm\bar S_\pm\rangle=\sum_k\frac{4}{\beta^2\Omega_{1k}^2\Omega_{2k}^2}\left(1\pm\frac{\nu_k^2}{\omega_1\omega_2}\right). \tag{44}$$

Multiplying by $\kappa_\pm^2/8$ and dividing by (19),

$$R_{\pm,M}=\sum_{k=-M}^{M}\frac{\omega_1\omega_2(\omega_1\omega_2\pm\nu_k^2)}{\Omega_{1k}^2\Omega_{2k}^2}
=\sum_{k=-M}^{M}\frac{1}{\omega_1\pm\omega_2}\left[\frac{\omega_1\omega_2^2}{\Omega_{2k}^2}\pm\frac{\omega_2\omega_1^2}{\Omega_{1k}^2}\right]. \tag{45}$$

The second form is checked by bringing the bracket to a common denominator. Its numerator is $\omega_1\omega_2[\omega_2\Omega_{1k}^2\pm\omega_1\Omega_{2k}^2]$; for the upper sign the bracket equals $(\omega_1+\omega_2)(\omega_1\omega_2+\nu_k^2)$, and for the lower sign $(\omega_1-\omega_2)(\omega_1\omega_2-\nu_k^2)$. Summing with (43) reproduces (21). Every internal mode adds to a sum band. In a difference band, internal modes with $\nu_k^2<\omega_1\omega_2$ add and those with $\nu_k^2>\omega_1\omega_2$ subtract. The complete sum lies below the classical value, but when $\nu_1^2<\omega_1\omega_2$ a sum cut off after the first internal modes lies above it.

**Numerical tests and convergence**

Ring-polymer and Matsubara trajectories were integrated at $x=8$ with $|k|\le2$, $g=0.001$ and $b=0.0005$, and projected on the line frequencies. The initial Matsubara momenta were taken as $P_k=\Pi_k+i\nu_kQ_{-k}$ with real $\Pi_k$. By (34) this shift of the integration contour makes the harmonic weight positive. The root-mean-square deviation of the projected components from the predictions, relative to the root-mean-square prediction, is 0.6% for the ring-polymer line at $2\omega$, 0.3% for its line at $2\Omega_1$, and 0.6% for the Matsubara overtone. The predictions hold at leading order in $g$ and $b$, and the integration uses a finite time step. The test does not separate these two sources of deviation.

The average of $S\bar S$ over harmonic initial conditions gives an overtone factor $2.807\pm0.009$. Equation (42) gives $1+2(0.6185+0.2884)=2.814$, and the complete sum is $4.003$. For two modes with $\omega_1=1$, $\omega_2=0.6$ and $\beta=8$, the results are:

| Band | Sampled, $\lvert k\rvert\le2$ | (45), $\lvert k\rvert\le2$ | (21) | Diagonalization |
|---|---|---|---|---|
| sum | $2.306\pm0.008$ | 2.300 | 3.026 | 3.031 |
| difference | $0.768\pm0.007$ | 0.759 | 0.096 | 0.096 |

The diagonalization used $G=0.01$ and is divided by the classical weight (19).

Convergence with $M$ is slow. When $2\pi M\gg x$, the omitted terms of (42) are close to $x^2/(4\pi^2k^2)$, and replacing their sum by an integral gives

$$R-R_M\simeq\frac{x^2}{2\pi^2M}. \tag{46}$$

For the overtone of a 3500 cm⁻¹ mode at 300 K, $x=16.786$ and $R=8.393$. The partial sums are 1.00, 2.75, 5.98, 7.70 and 8.25 for $M=0,1,5,20,100$. With $M=5$ the sum has reached 71% of the quantum intensity. At $M=100$ the missing part is 0.142, and (46) gives $16.786^2/(200\pi^2)=0.143$.

**Use and limits**

Where the leading order suffices, a classical, centroid or ring-polymer overtone can be corrected afterwards by multiplying its weight by $R$, a sum band by $R_+$ and a difference band by $R_-$. The factors need only the harmonic frequencies and the temperature, since the anharmonic constants cancel in the ratio. The fundamental must be left as it is, so the correction has to be applied band by band. For the ring polymer the factor applies to the line at $2\omega$ alone. At large $x$ the displaced lines at $2\Omega_k$ can fall inside a broad overtone band and outweigh that line, and multiplying the whole band by $R$ then overcorrects.

This requires bands that can be told apart. Near a Fermi resonance the overtone and a fundamental share their intensity, a denominator of the kind in (18) becomes small, and no separate factor applies. The expansion also fails when the quantum fluctuations themselves reach strongly anharmonic regions. At low temperature the relevant parameter for the cubic term is $g(\hbar/\omega)^{1/2}/\omega^2$, the ratio of the cubic to the harmonic energy at the zero-point amplitude up to a number. It does not decrease on cooling, although the classical amplitude does. Agreement of a cold classical spectrum with its own harmonic limit is therefore no evidence that the quantum overtone is in the perturbative regime. The tests above have this parameter at 0.01 or below. A Morse well with anharmonicity constant $x_e=0.023$, typical of an O–H stretch, has it near 0.11. At $x=16.8$ and $b=0$ its quantum overtone weight is $1.12R$ times the classical one, its fundamental weight is 1.06 times the classical one, and the centroid overtone weight is 1.13 times the classical one. The quantum overtone lies 6% below the classical one in frequency, so weights and intensities no longer have the same ratio. When $b$ cancels half of $g/\omega^2$ the overtone ratio is $1.29R$, and when it cancels four fifths it is $1.84R$. For such a stretch $R$ is an estimate good to about ten per cent for $b=0$, and worse where the two anharmonicities oppose each other.

The numerical output below gives the remaining values.

## Computed results

```
Model: omega=1, g=0.01, b=0.005 (reduced units)
x=2: fundamental quantum/classical 1.0001
  overtone weight quantum 7.3959e-05, classical 5.6320e-05
  ratio 1.3132, formula 1.3130
x=5: fundamental quantum/classical 1.0001
  overtone weight quantum 2.2824e-05, classical 9.0045e-06
  ratio 2.5348, formula 2.5339
x=8: fundamental quantum/classical 1.0001
  overtone weight quantum 1.4083e-05, classical 3.5167e-06
  ratio 4.0046, formula 4.0027
Centroid potential at x=8: cubic constant 0.01000
  centroid/classical overtone weight 1.0005
Trajectories at x=8, modes |k|<=2, g=0.001, b=0.0005:
  ring polymer: line at 2.000 set by centroid alone, dev 0.0055
  ring polymer: k=1 modes appear at 2.5431, dev 0.0034
  Matsubara: line at 2.000 set by all modes, dev 0.0063
  displaced k=1 line / classical overtone (b=0): 0.2303
  Matsubara overtone factor 2.807 +- 0.009, sum 2.8138
Two modes: omega1=1.0, omega2=0.6, beta=8, G=0.01
  sum: quantum/classical 3.0306, formula 3.0259
    Matsubara |k|<=2: 2.306 +- 0.008, sum 2.3000
  difference: quantum/classical 0.0958, formula 0.0955
    Matsubara |k|<=2: 0.768 +- 0.007, sum 0.7586
Quantum/classical intensity factors, wavenumbers in cm^-1:
T=150 K: x(3500)=33.571, x(1600)=15.347, x(200)=1.918
  overtones of 3500, 1600, 200: 16.786, 7.673, 1.289
  sum 3500+1600: 10.532; difference 3500-1600: 6.113e-06
T=300 K: x(3500)=16.786, x(1600)=7.673, x(200)=0.959
  overtones of 3500, 1600, 200: 8.393, 3.840, 1.076
  sum 3500+1600: 5.269; difference 3500-1600: 6.575e-03
T=600 K: x(3500)=8.393, x(1600)=3.837, x(200)=0.480
  overtones of 3500, 1600, 200: 4.198, 2.003, 1.019
  sum 3500+1600: 2.692; difference 3500-1600: 1.542e-01
Matsubara partial sums, overtone of 3500 at 300 K:
  |k|<=0: 1.000 (11.9 %)
  |k|<=1: 2.754 (32.8 %)
  |k|<=5: 5.982 (71.3 %)
  |k|<=20: 7.701 (91.8 %)
  |k|<=100: 8.251 (98.3 %)
  missing part at |k|<=100: 0.1420, estimate 0.1427
```
